**Optimum microwave field for a derivative spin-resonance line**

The program tests that the peak-to-peak derivative height of a homogeneous Bloch absorption line is greatest at s = γ²B1²T1T2 = 1/2. Here γ is the gyromagnetic ratio, B1 the amplitude of the rotating microwave component, and T1 and T2 the longitudinal and transverse relaxation times. It asserts agreement between the rotating-frame absorption and a periodic laboratory-frame solution, and compares the line shape, width, height and optimum with numerical steady states for T1/T2 = 1, 10 and 100. Further assertions cover the optima s = 1 for the absorption height, 4/9 for a derivative read at fixed field, 2 for a saturation signal, and 3/2 for modulation fast against T1 but slow against T2. For the assumed values T1 = 10 µs and T2 = 0.1 µs, the output gives an optimum B1 of 4.02 µT at 1.6 mW. Taken one at a time, a Gaussian spread of resonance fields moves this optimum to 5.36 µT, and 100 kHz modulation moves it to 6.37 µT.

## Program and output

```python
"""
Result under test: the peak-to-peak height of the field-derivative of a
homogeneous Bloch absorption line is greatest, as a function of the microwave
field B1, when s = gamma^2 B1^2 T1 T2 = 1/2.

Symbols (times in units of T2, magnetization in units of M0):
  x = (omega0 - omega) T2   reduced detuning
  w = gamma B1 T2           reduced drive; B1 = rotating-component amplitude
  r = T1 / T2               so that s = w^2 r
  u, v, Mz                  dispersion, absorption, longitudinal magnetization
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import minimize_scalar


def bloch_matrix(x, w, r):
    return np.array([[-1.0, x, 0.0], [-x, -1.0, w], [0.0, -w, -1.0 / r]])


def steady(x, w, r):
    """Steady state (u, v, Mz) by direct solution of the linear system."""
    return np.linalg.solve(bloch_matrix(x, w, r), np.array([0, 0, -1.0 / r]))


def bloch_slope(x, w, r, h=1e-3):
    """-dv/dx by central difference of the numerical steady state."""
    return -(steady(x + h, w, r)[1] - steady(x - h, w, r)[1]) / (2 * h)


def saturation_slope(x, w, r, h=1e-3):
    """-d(1 - Mz)/dx by central difference."""
    return (steady(x + h, w, r)[2] - steady(x - h, w, r)[2]) / (2 * h)


def modulated_slope(x, w, r, omega_mod):
    """In-phase first harmonic of -v per unit detuning modulation."""
    d_matrix = np.array([[0.0, 1, 0], [-1, 0, 0], [0, 0, 0]])
    lhs = 1j * omega_mod * np.eye(3) - bloch_matrix(x, w, r)
    return -np.linalg.solve(lhs, d_matrix @ steady(x, w, r))[1].real


def v_formula(x, w, r):
    return w / (1 + x**2 + w**2 * r)


def slope_formula(x, w, r):
    return 2 * x * w / (1 + x**2 + w**2 * r)**2


def maximize(f, low, high):
    res = minimize_scalar(lambda t: -f(t), bounds=(low, high),
                          method="bounded", options={"xatol": 1e-7})
    return res.x, -res.fun


def lobe(slope, w, r):
    """Position and height of the positive lobe of a derivative line."""
    return maximize(lambda x: slope(x, w), 0.0, 3 + 3 * np.sqrt(1 + w*w*r))


def best_drive(height, r):
    """Drive w that maximizes height(w), searched over 0.01 < s < 100."""
    q, top = maximize(lambda q: height(np.exp(q)),
                      np.log(0.1 / np.sqrt(r)), np.log(10 / np.sqrt(r)))
    return np.exp(q), top


def best_derivative(slope, r):
    return best_drive(lambda w: lobe(slope, w, r)[1], r)


def lab_frame_absorption(x, w, r, omega=200.0, steps=400):
    """v from the periodic laboratory-frame solution, linear field 2 B1 cos."""
    omega0 = omega + x
    dt = 2 * np.pi / omega / steps
    total = np.eye(4)
    history = []
    for k in range(steps):
        drive = 2 * w * np.cos(omega * (k + 0.5) * dt)
        gen = np.array([[-1, omega0, 0, 0], [-omega0, -1, drive, 0],
                        [0, -drive, -1 / r, 1 / r], [0, 0, 0, 0]])
        total = expm(gen * dt) @ total
        history.append(total)
    start = np.linalg.solve(np.eye(3) - total[:3, :3], total[:3, 3])
    start = np.append(start, 1.0)
    mx = np.array([(p @ start)[0] for p in history])
    t = dt * np.arange(1, steps + 1)
    return 2 * np.mean(mx * np.sin(omega * t))


# ---- Rotating frame and the meaning of B1, from the laboratory frame
for x, w, r in [(0.0, 0.4, 3.0), (0.7, 0.6, 3.0), (-1.2, 0.9, 2.0)]:
    v_lab = lab_frame_absorption(x, w, r)
    # neglected counter-rotating terms are of order w/omega, below 0.5 percent
    assert abs(v_lab / v_formula(x, w, r) - 1) < 0.01

# ---- Line shape, width, height and optimum from the numerical steady state
optimum_s = {}
for r in (1.0, 10.0, 100.0):
    for s in (0.05, 0.5, 4.0):
        w = np.sqrt(s / r)
        for x in (-1.5, 0.0, 0.8):
            u, v, mz = steady(x, w, r)
            assert abs(v - v_formula(x, w, r)) < 1e-12
            assert abs(u - x * v) < 1e-12 and abs(mz - 1 + w*r*v) < 1e-12
        x_top, y_top = lobe(lambda x, w: bloch_slope(x, w, r), w, r)
        assert abs(x_top / np.sqrt((1 + s) / 3) - 1) < 1e-4
        y_formula = 3 * np.sqrt(3) / 8 * w * (1 + s)**-1.5
        assert abs(y_top / y_formula - 1) < 1e-5
        mirror = bloch_slope(-x_top, w, r)
        assert abs(mirror + y_top) < 1e-9
    w_best, y_best = best_derivative(lambda x, w: bloch_slope(x, w, r), r)
    optimum_s[r] = w_best**2 * r
    assert abs(optimum_s[r] - 0.5) < 1e-4
    assert abs(2 * y_best / (0.5 / np.sqrt(r)) - 1) < 1e-5

# ---- Other detected quantities have other optima
r = 100.0
w_abs, _ = best_drive(lambda w: steady(0.0, w, r)[1], r)
w_fix, _ = best_drive(lambda w: bloch_slope(1 / np.sqrt(3), w, r), r)
w_sat, _ = best_derivative(lambda x, w: saturation_slope(x, w, r), r)
s_abs, s_fix, s_sat = [w**2 * r for w in (w_abs, w_fix, w_sat)]
assert abs(s_abs - 1) < 1e-3
assert abs(s_fix - 4 / 9) < 1e-3
assert abs(s_sat - 2) < 1e-3

# ---- Limits of slow and fast modulation
w_slow, _ = best_derivative(lambda x, w: modulated_slope(x, w, r, 1e-6), r)
s_slow = w_slow**2 * r
assert abs(s_slow - 0.5) < 1e-3
r_long = 1e6
w_fast, _ = best_derivative(
    lambda x, w: modulated_slope(x, w, r_long, 1e-3), r_long)
s_fast = w_fast**2 * r_long
assert abs(s_fast - 1.5) < 0.02     # finite modulation frequency

# ---- Worked example: round, rough parameters for a Pb-like centre
g_factor = 2.00
T1, T2 = 10e-6, 0.1e-6              # s
frequency = 9.5e9                  # Hz
conversion = 0.1                   # mT per sqrt(W), rotating component
sigma_field = 0.06e-3              # T, Gaussian spread of resonance fields
mod_field = 0.02e-3                # T, modulation amplitude (zero to peak)
strip, resonator = 10.0, 23.0      # mm

gamma = g_factor * const.physical_constants["Bohr magneton"][0] / const.hbar
r = T1 / T2
to_field = 1 / (gamma * T2)        # T per unit of x or w


def numerical(x, w):
    return bloch_slope(x, w, r)


w_opt, y_opt = best_derivative(numerical, r)
B1_opt = w_opt * to_field
B1_formula = 1 / (gamma * np.sqrt(2 * T1 * T2))
assert abs(B1_opt / B1_formula - 1) < 1e-4
B0 = const.h * frequency / (
    g_factor * const.physical_constants["Bohr magneton"][0])
power_mW = 1e3 * (B1_opt * 1e3 / conversion)**2
w_weak = 1e-3 * w_opt
x_weak, y_weak = lobe(numerical, w_weak, r)
x_opt, _ = lobe(numerical, w_opt, r)
linear_fraction = (y_opt / w_opt) / (y_weak / w_weak)
assert abs(linear_fraction - (2 / 3)**1.5) < 1e-4
assert abs(x_opt / x_weak - np.sqrt(1.5)) < 1e-4

print("INPUTS (round, rough values)")
print(f"g = {g_factor:.2f}; gamma = {gamma:.4e} rad/(s T)")
print(f"T1 = {T1*1e6:.1f} us; T2 = {T2*1e6:.2f} us")
print(f"frequency = {frequency/1e9:.1f} GHz; B0 = {B0*1e3:.1f} mT")
print(f"resonator conversion = {conversion:.2f} mT/sqrt(W)")
print("OPTIMUM FROM NUMERICAL BLOCH SOLUTIONS")
for ratio, s in optimum_s.items():
    print(f"T1/T2 = {ratio:5.0f}: optimum s = {s:.5f}")
print(f"optimum B1 = {B1_opt*1e6:.3f} uT = {B1_opt*1e4:.5f} G")
print(f"microwave power at optimum = {power_mW:.2f} mW")
print(f"unsaturated peak-to-peak width = {2*x_weak*to_field*1e3:.4f} mT")
print(f"peak-to-peak width at optimum = {2*x_opt*to_field*1e3:.4f} mT")
print(f"width ratio = {x_opt/x_weak:.4f}")
print(f"height / linear extrapolation = {linear_fraction:.4f}")
print(f"largest Ypp/M0 = {2*y_opt/to_field*1e-3:.4f} per mT")
print("B1/B1opt, B1 (uT), power (mW), s, width (mT), height/max")
for factor in (0.25, 0.5, 1.0, 2.0, 4.0):
    w = factor * w_opt
    x_top, y_top = lobe(numerical, w, r)
    print(f"{factor:5.2f} {w*to_field*1e6:8.3f} {power_mW*factor**2:8.3f}"
          f" {w*w*r:8.4f} {2*x_top*to_field*1e3:8.4f} {y_top/y_opt:8.4f}")
print("OPTIMUM s FOR OTHER DETECTED QUANTITIES OR MODULATION")
print(f"absorption height: {s_abs:.4f}")
print(f"derivative at fixed unsaturated extremum: {s_fix:.4f}")
print(f"derivative of saturation 1 - Mz/M0: {s_sat:.4f}")
print(f"slow-modulation limit: {s_slow:.4f}")
print(f"modulation fast against T1, slow against T2: {s_fast:.4f}")

# ---- Neglected effects, one at a time
sigma = sigma_field / to_field


def spread_slope(nodes):
    t, weight = np.polynomial.hermite.hermgauss(nodes)
    return lambda x, w: np.sum(
        weight * slope_formula(x - np.sqrt(2) * sigma * t, w, r)
    ) / np.sqrt(np.pi)


gaussian_slope = spread_slope(80)
s_80 = best_derivative(gaussian_slope, r)[0]**2 * r
s_40 = best_derivative(spread_slope(40), r)[0]**2 * r
assert abs(s_80 / s_40 - 1) < 1e-3  # quadrature has converged

theta = 2 * np.pi * (np.arange(64) + 0.5) / 64
depth = mod_field / to_field


def finite_modulation(x, w):
    values = v_formula(x + depth * np.cos(theta), w, r)
    return -2 * np.mean(np.cos(theta) * values) / depth


z = strip * ((np.arange(40) + 0.5) / 40 - 0.5)
profile = np.cos(np.pi * z / resonator)


def nonuniform_drive(x, w):
    # one factor of the profile drives the spins, one weights the detection
    return np.mean(profile * slope_formula(x, w * profile, r))


x_spread, _ = lobe(gaussian_slope, w_weak, r)
print("NEGLECTED EFFECTS, ONE AT A TIME")
print(f"Gaussian spread (std dev) = {sigma_field*1e3:.3f} mT")
print(f"unsaturated width with spread = {2*x_spread*to_field*1e3:.4f} mT")
print(f"modulation amplitude = {mod_field*1e3:.3f} mT")
print(f"strip = {strip:.0f} mm; resonator profile = {resonator:.0f} mm")
for f_mod in (1e3, 1e5):
    print(f"omega_mod T1 at {f_mod/1e3:.0f} kHz = {2*np.pi*f_mod*T1:.4f}")
print("effect: optimum s, optimum B1 (uT), signal kept at homogeneous B1")
effects = {
    "Gaussian spread": gaussian_slope,
    "1 kHz modulation": lambda x, w: modulated_slope(
        x, w, r, 2 * np.pi * 1e3 * T2),
    "100 kHz modulation": lambda x, w: modulated_slope(
        x, w, r, 2 * np.pi * 1e5 * T2),
    "finite modulation amplitude": finite_modulation,
    "B1 profile (value at centre)": nonuniform_drive,
}
for name, slope in effects.items():
    w_new, y_new = best_derivative(slope, r)
    kept = lobe(slope, w_opt, r)[1] / y_new
    assert kept < 1 + 1e-6
    print(f"{name}: {w_new**2*r:.4f}, {w_new*to_field*1e6:.3f}, {kept:.4f}")
print(f"B1/B0 at optimum = {B1_opt/B0:.2e}")
T1_cold = 10 * T1
r_cold = T1_cold / T2
w_cold, _ = best_derivative(lambda x, w: bloch_slope(x, w, r_cold), r_cold)
assert abs(w_cold / w_opt - 1 / np.sqrt(10)) < 1e-4
print(f"optimum B1 for T1 = {T1_cold*1e6:.0f} us: {w_cold*to_field*1e6:.3f} uT")
print("all tests passed")
```

Running it gives:

```
INPUTS (round, rough values)
g = 2.00; gamma = 1.7588e+11 rad/(s T)
T1 = 10.0 us; T2 = 0.10 us
frequency = 9.5 GHz; B0 = 339.4 mT
resonator conversion = 0.10 mT/sqrt(W)
OPTIMUM FROM NUMERICAL BLOCH SOLUTIONS
T1/T2 =     1: optimum s = 0.50000
T1/T2 =    10: optimum s = 0.50000
T1/T2 =   100: optimum s = 0.50000
optimum B1 = 4.020 uT = 0.04020 G
microwave power at optimum = 1.62 mW
unsaturated peak-to-peak width = 0.0657 mT
peak-to-peak width at optimum = 0.0804 mT
width ratio = 1.2247
height / linear extrapolation = 0.5443
largest Ypp/M0 = 0.8794 per mT
B1/B1opt, B1 (uT), power (mW), s, width (mT), height/max
 0.25    1.005    0.101   0.0313   0.0667   0.4386
 0.50    2.010    0.404   0.1250   0.0696   0.7698
 1.00    4.020    1.616   0.5000   0.0804   1.0000
 2.00    8.041    6.465   2.0000   0.1137   0.7071
 4.00   16.081   25.861   8.0000   0.1970   0.2722
OPTIMUM s FOR OTHER DETECTED QUANTITIES OR MODULATION
absorption height: 1.0000
derivative at fixed unsaturated extremum: 0.4444
derivative of saturation 1 - Mz/M0: 2.0000
slow-modulation limit: 0.5000
modulation fast against T1, slow against T2: 1.5000
NEGLECTED EFFECTS, ONE AT A TIME
Gaussian spread (std dev) = 0.060 mT
unsaturated width with spread = 0.1578 mT
modulation amplitude = 0.020 mT
strip = 10 mm; resonator profile = 23 mm
omega_mod T1 at 1 kHz = 0.0628
omega_mod T1 at 100 kHz = 6.2832
effect: optimum s, optimum B1 (uT), signal kept at homogeneous B1
Gaussian spread: 0.8881, 5.358, 0.9539
1 kHz modulation: 0.5005, 4.022, 1.0000
100 kHz modulation: 1.2567, 6.374, 0.8945
finite modulation amplitude: 0.5222, 4.109, 0.9997
B1 profile (value at centre): 0.5790, 4.326, 0.9965
B1/B0 at optimum = 1.18e-05
optimum B1 for T1 = 100 us: 1.271 uT
all tests passed
```
